\section*{Universal screening length of the boron-silicon pair}

\section*{Problem}

A boron ion implanted into silicon is deflected mainly by close encounters with single silicon atoms. At the distances that matter, the two nuclei repel each other through their electron clouds, so the Coulomb repulsion is reduced. The Ziegler-Biersack-Littmark (ZBL) description writes the potential energy at nuclear separation $r$ as
\begin{equation}
V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\,\phi\!\left(\frac{r}{a}\right),
\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}} ,
\label{eq:zbl}
\end{equation}
where $Z_1$ and $Z_2$ are the nuclear charge numbers, $a_0=0.529177$~\AA{} is the Bohr radius, and $a$ is the universal screening length. The screening function is
\begin{equation}
\begin{split}
\phi(x)={}&0.1818\,e^{-3.2x}+0.5099\,e^{-0.9423x}\\
&+0.2802\,e^{-0.4029x}+0.02817\,e^{-0.2016x}.
\end{split}
\label{eq:phi}
\end{equation}
The exponent $0.23$ and the numbers in $\phi$ are fitted to calculated potentials of many atom pairs. They are taken as given here. Both partners are treated as neutral atoms, so the charge state of the ion does not enter.

\begin{enumerate}
\item[(a)] Show how a prefactor close to $0.8854$ arises in the Thomas-Fermi model of a single neutral atom.
\item[(b)] Show that $a\approx0.143$~\AA{} for boron ($Z_1=5$) and silicon ($Z_2=14$).
\item[(c)] Find the repulsion energy at $r=a$, with and without screening, and say what this energy means for a head-on collision.
\end{enumerate}

\section*{Hints}

\textbf{For (a).} Treat the electrons at each point as a uniform Fermi gas whose fastest electrons have zero total energy. This gives the density in terms of the potential. Poisson's equation gives a second relation. Measure $r$ in units of a length $b$, and choose $b$ so that no constant is left in the equation.

\textbf{For (b).} Raise each charge number to its power separately, using $Z^{p}=e^{p\ln Z}$, and add afterwards. The power of a sum is not the sum of the powers.

\textbf{For (c).} At $r=a$ the argument of $\phi$ is $1$. In a head-on collision the relative motion stops for an instant at the closest approach.

\section*{Solution}

\subsection*{(a) The origin of the prefactor}

Atomic units are used in this part: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all $1$, and lengths are in units of $a_0$. Let $U(r)$ be the electrostatic potential of a neutral atom of nuclear charge $Z$. An electron then has potential energy $-U$.

In a Fermi gas all momentum states up to $p_F$ are filled. Each volume $(2\pi)^3$ of phase space holds one orbital state, and each orbital state holds two electrons of opposite spin. The density is therefore
\begin{equation}
n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi p_F^3}{3}=\frac{p_F^3}{3\pi^2}.
\label{eq:fermi}
\end{equation}
In the neutral Thomas-Fermi atom the highest filled level lies at zero energy, so $p_F^2/2-U=0$ and $p_F=(2U)^{1/2}$. Hence
\begin{equation}
n=\frac{(2U)^{3/2}}{3\pi^2}.
\label{eq:tfdensity}
\end{equation}

The electronic charge density is $-n$. Poisson's equation, $\nabla^2U=-4\pi\times(\text{charge density})$, then reads $\nabla^2U=+4\pi n$ away from the nucleus. For a spherical potential,
\begin{equation}
\frac1r\frac{d^2(rU)}{dr^2}=4\pi n .
\label{eq:poisson}
\end{equation}
Write $U=Z\varphi/r$, where $\varphi$ is the Thomas-Fermi screening function of the single atom, and set $r=bx$. Since $rU=Z\varphi$ and $d^2/dr^2=b^{-2}\,d^2/dx^2$, the left side becomes
\begin{equation}
\frac{1}{bx}\,\frac{Z}{b^2}\,\varphi''=\frac{Z}{b^3x}\,\varphi'' ,
\end{equation}
with primes denoting derivatives with respect to $x$. The right side becomes
\begin{equation}
4\pi\,\frac{1}{3\pi^2}\left(\frac{2Z\varphi}{bx}\right)^{3/2}
=\frac{4}{3\pi}\,\frac{2^{3/2}Z^{3/2}}{b^{3/2}x^{3/2}}\,\varphi^{3/2}.
\end{equation}
Equating the two and multiplying by $b^3x/Z$ gives
\begin{equation}
\varphi''=\left[\frac{8\sqrt2}{3\pi}\,Z^{1/2}b^{3/2}\right]\frac{\varphi^{3/2}}{x^{1/2}},
\end{equation}
because $4\cdot2^{3/2}=8\sqrt2$. The equation is free of parameters if the bracket equals $1$:
\begin{equation}
b^{3/2}=\frac{3\pi}{8\sqrt2}\,Z^{-1/2}
\quad\Longrightarrow\quad
b=\left(\frac{9\pi^2}{128}\right)^{1/3}Z^{-1/3}=0.88534\,Z^{-1/3}.
\label{eq:b}
\end{equation}
The second form follows by raising the first to the power $2/3$ and using $(3\pi)^2/(8\sqrt2)^2=9\pi^2/128$. Restoring units multiplies $b$ by $a_0$.

The ZBL formula keeps this constant, in the form $0.8854$, and replaces the factor $Z^{-1/3}$ of one atom by $1/(Z_1^{0.23}+Z_2^{0.23})$ for a pair. This replacement is a fit and does not follow from the derivation above. It respects one necessary symmetry: exchanging the two atoms leaves $a$ unchanged.

\subsection*{(b) The screening length}

The two powers are
\begin{align}
5^{0.23}&=e^{0.23\ln5}=e^{0.23\times1.60944}=1.44798,\\
14^{0.23}&=e^{0.23\ln14}=e^{0.23\times2.63906}=1.83489 .
\end{align}
Their sum is
\begin{equation}
5^{0.23}+14^{0.23}=1.44798+1.83489=3.28287 .
\end{equation}
The numerator of the formula is $0.8854\,a_0=0.8854\times0.529177~\text{\AA}=0.46853$~\AA. Therefore
\begin{equation}
a=\frac{0.46853~\text{\AA}}{3.28287}=0.14272~\text{\AA}\approx0.143~\text{\AA},
\label{eq:result}
\end{equation}
which is the value to be shown. In atomic units it is $0.2697\,a_0$. Using the Thomas-Fermi constant $0.88534$ in place of $0.8854$ gives $0.14271$~\AA, so the small difference between the two constants does not touch the third decimal.

The order of the operations does matter. Adding the charges first would give $0.8854\,a_0/(5+14)^{0.23}=0.238$~\AA, which is far too long. The direction of this error is the same for any pair. With $t=Z_1/(Z_1+Z_2)$, which lies between $0$ and $1$, and a power $p$ between $0$ and $1$,
\begin{equation}
\frac{Z_1^{p}+Z_2^{p}}{(Z_1+Z_2)^{p}}=t^{p}+(1-t)^{p}>t+(1-t)=1,
\end{equation}
because a number between $0$ and $1$ grows when it is raised to a power smaller than $1$. The correct denominator is thus the larger one, and the correct length the shorter one.

The formula also shows how $a$ depends on the partners. A larger nuclear charge makes the denominator larger and $a$ shorter. The dependence is weak: doubling both charges divides $a$ by $2^{0.23}$ and not by $2$.

\subsection*{(c) The repulsion at one screening length}

Without screening, the energy at $r=a$ is the Coulomb energy of two point charges. With the hartree energy $E_h=e^2/(4\pi\varepsilon_0a_0)$,
\begin{equation}
V_{\text{bare}}(a)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0a}
=Z_1Z_2\,\frac{a_0}{a}\,E_h
=\frac{5\times14}{0.2697}\,E_h=7.063~\text{keV}.
\end{equation}
The screening function at $x=1$ is
\begin{equation}
\begin{split}
\phi(1)={}&0.1818\,e^{-3.2}+0.5099\,e^{-0.9423}\\
&+0.2802\,e^{-0.4029}+0.02817\,e^{-0.2016}=0.4164 ,
\end{split}
\end{equation}
so that
\begin{equation}
V(a)=7.063~\text{keV}\times0.4164=2.941~\text{keV}.
\end{equation}
At this distance the electrons remove 58 percent of the bare repulsion energy. The repulsive force is reduced less, by 29 percent. The force is the negative slope of $V$, and the fall of $\phi$ with distance makes that slope steeper. The value $\phi(1)$ is not $1/e=0.3679$, which would hold if $\phi(x)$ were the single exponential $e^{-x}$. The length $a$ sets the scale on which the whole curve is stretched. It is neither an atomic radius nor a bond length.

Now consider a head-on collision, with energy loss to electronic excitation and the influence of other atoms neglected. The kinetic energy of the relative motion, $E_{\text{rel}}$, is fully converted into potential energy at the closest approach, so $E_{\text{rel}}=V(r_{\min})$. A boron atom thus reaches $r_{\min}=a$ when $E_{\text{rel}}=2.941$~keV. If the silicon atom is at rest before the collision and the boron atom has speed $v$, the beam energy is $E_{\text{beam}}=\tfrac12M_{\text B}v^2$, while
\begin{equation}
E_{\text{rel}}=\frac12\,\frac{M_{\text B}M_{\text{Si}}}{M_{\text B}+M_{\text{Si}}}\,v^2
\quad\Longrightarrow\quad
E_{\text{beam}}=\left(1+\frac{M_{\text B}}{M_{\text{Si}}}\right)E_{\text{rel}} .
\end{equation}
The beam energy needed is larger than $2.941$~keV, because part of it stays in the motion of the centre of mass.

\subsection*{Two limits of the potential}

Write $\phi(x)=\sum_ic_ie^{-k_ix}$ with the constants of Eq.~\eqref{eq:phi}. For $r\ll a$ each exponential may be expanded as $e^{-k_ix}\approx1-k_ix$. Then
\begin{equation}
V(r)\approx\frac{Z_1Z_2e^2}{4\pi\varepsilon_0}
\left[\frac{\sum_ic_i}{r}-\frac{\sum_ic_ik_i}{a}\right].
\end{equation}
The first term is the bare Coulomb repulsion. Its coefficient should be $1$; the printed constants give $\phi(0)=1.00007$, a rounding error of the fit with no practical effect. The second term does not depend on $r$. To this order, the electrons lower the energy by a constant and leave the force between the nuclei unchanged.

At very large distances the exponential with the smallest rate survives. Its small weight delays this: it supplies only 43 percent of $\phi$ at $r=10a$, and 85 percent at $r=20a\approx2.9$~\AA. Beyond that distance, the potential approaches
\begin{equation}
V(r)\approx\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\;0.02817\,e^{-0.2016\,r/a}.
\end{equation}
At $r=20a$ the full formula gives only about $0.2$~eV, far less than the energy of a chemical bond. This limit is therefore a property of the formula and does not describe a real boron-silicon pair.

The signs of the constants show where the description fails. All $c_i$ and $k_i$ are positive, so $V(r)$ is positive and falls steadily at every distance. It has no minimum and therefore no equilibrium separation. A boron atom bound in the silicon lattice, and the annealing that brings it to a lattice site, need a potential that includes bonding. Equation~\eqref{eq:zbl} is meant for collisions in which the repulsion is large compared with bond energies.

\section*{Variation 1: how firm is the third digit?}

\textbf{Question.} The exponent $0.23$ is fitted. By how much does $a$ change if the exponent is shifted by $0.005$ in either direction?

\textbf{Solution.} Call the exponent $p$. The logarithm of the screening length is
\begin{equation}
\ln a=\ln(0.8854\,a_0)-\ln\!\left(Z_1^p+Z_2^p\right).
\end{equation}
Since $Z^p=e^{p\ln Z}$, its derivative with respect to $p$ is $Z^p\ln Z$. Hence
\begin{equation}
\begin{split}
\frac{d\ln a}{dp}&=-\frac{Z_1^p\ln Z_1+Z_2^p\ln Z_2}{Z_1^p+Z_2^p}\\
&=-\frac{1.44798\times1.60944+1.83489\times2.63906}{3.28287}=-2.185 .
\end{split}
\end{equation}
A shift of $0.005$ changes $a$ by about $2.185\times0.005\approx1.1$ percent of its value. Direct evaluation agrees: $p=0.225$ gives $0.1443$~\AA{} and $p=0.235$ gives $0.1412$~\AA. The third decimal moves in both cases. The statement $a\approx0.143$~\AA{} therefore says what the formula gives with its agreed exponent. It does not say that the screening in a real collision is known to three digits.

The sensitivity is an average of $\ln Z_1$ and $\ln Z_2$ with weights $Z_1^p$ and $Z_2^p$, so it grows for heavier pairs. It vanishes for two hydrogen atoms, where $\ln1=0$.

\section*{Variation 2: a comparison with computed atoms}

\textbf{Question.} Does a calculation for this particular pair, without any ZBL constant, give a similar screening?

\textbf{Solution.} Take Hartree-Fock densities $n_{\text B}$ and $n_{\text{Si}}$ of the free atoms (cc-pVTZ basis), computed with the outer $p$ electrons spread evenly over the three $p$ orbitals and over both spins, so that each atom is spherical. Place them at a nuclear distance $R$ without letting them change. In atomic units, let $U_{\text{Si}}$ be the potential of the whole silicon atom, nucleus and electrons. The boron nucleus and the boron electrons both sit in this potential, so the electrostatic energy is
\begin{equation}
E_{\text{es}}=Z_{\text B}\,U_{\text{Si}}(R)-\int n_{\text B}\,U_{\text{Si}}\,d^3r .
\end{equation}
Exchanging the roles of the atoms must give the same energy, and the numerical integrals agree in this test to within $0.2$ percent.

Where the clouds overlap, the Pauli principle forces electrons into higher momentum states. In a Fermi gas the mean kinetic energy per electron is $\tfrac35\,p_F^2/2$, and Eq.~\eqref{eq:fermi} gives $p_F=(3\pi^2n)^{1/3}$. The kinetic energy density is thus $\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3}$, and the excess due to overlap is
\begin{equation}
E_{\text{kin}}=\tfrac{3}{10}(3\pi^2)^{2/3}\!\int\!\left[(n_{\text B}+n_{\text{Si}})^{5/3}-n_{\text B}^{5/3}-n_{\text{Si}}^{5/3}\right]d^3r .
\end{equation}
The exchange energy is treated in the same way, with the Dirac energy density of the uniform electron gas, $-\tfrac34(3/\pi)^{1/3}n^{4/3}$. At $R=a$ the three parts add up to
\begin{equation}
E=(2.270+0.987-0.064)~\text{keV}=3.193~\text{keV}.
\end{equation}
Division by the bare repulsion of $7.063$~keV gives a screening function of $0.452$, compared with the universal value $0.416$. The table gives three distances. Its last column is the length $s$ for which $\phi(R/s)$ would reproduce the computed value.

\begin{center}
\begin{tabular}{ccccc}
\hline
$R/a$ & computed & universal & difference & $s$ (\AA)\\
\hline
0.5 & 0.644 & 0.610 & $-5.3\%$ & 0.163\\
1 & 0.452 & 0.416 & $-7.9\%$ & 0.161\\
2 & 0.248 & 0.222 & $-10.6\%$ & 0.158\\
\hline
\end{tabular}
\end{center}

The difference is that of the universal value from the computed one, relative to the computed one. An uncontracted cc-pVQZ basis moves the separate energy parts by less than $0.001$~keV and leaves the table unchanged. The way the atoms are made spherical matters more: averaging spin-unrestricted densities over directions moves the separate parts by up to $0.009$~keV, the totals by up to $0.003$~keV and the computed screening function by up to $0.001$. The universal curve lies lower at all three distances, and the matching lengths are between 10 and 15 percent longer than $a$. The calculation supports the scale of the screening to within about 15 percent, but the matching lengths differ from $a$ already in the second digit.

The comparison does not decide which side is closer to the true potential. The universal curve is a compromise over many pairs, and the potentials it was fitted to came from the same kind of model, overlapping frozen densities with local kinetic and exchange terms. The comparison therefore tests the fit for this pair more than it tests the model. The frozen-atom model leaves out the rearrangement of the electrons, correlation, corrections to the local kinetic energy, and the surrounding crystal. Two of these are larger than the gap in the table and largely cancel. At $R=a$, an antisymmetrized product of the frozen Hartree-Fock orbitals gives a screening function of about $0.55$, and letting the orbitals relax self-consistently brings it down to about $0.44$ (uncontracted double-zeta basis, third digit not converged), which lies between the two columns. Its kinetic term is a local approximation that carries more weight as $R$ grows: it supplies $1.515$ of $9.091$~keV at $R=a/2$, but $0.428$ of $0.876$~keV at $R=2a$. The separate contributions at each distance are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charges of B and Si: 5, 14
Bohr radius: 0.529177 angstrom
Thomas-Fermi constant: 0.88534
ZBL prefactor, exponent: 0.8854, 0.23
ln 5, ln 14: 1.60944, 2.63906
5^0.23: 1.44798
14^0.23: 1.83489
Sum of the powers: 3.28287
0.8854 a0: 0.46853 angstrom
Screening length: 0.14272 angstrom
Screening length, rounded: 0.143 angstrom
Screening length: 0.2697 bohr
With Thomas-Fermi constant: 0.14271 angstrom
Wrong use, (Z1+Z2)^0.23: 0.238 angstrom
d ln a / d exponent: -2.185
a with exponent 0.225: 0.1443 angstrom
a with exponent 0.235: 0.1412 angstrom
Universal phi(0): 1.00007
Universal phi(1): 0.4164
1/e for comparison: 0.3679
Bare repulsion at r = a: 7.063 keV
ZBL repulsion at r = a: 2.941 keV
Frozen Hartree-Fock atoms, cc-pVTZ basis:
R = 0.5 a = 0.0714 angstrom
  electrostatic, kinetic, exchange: 7.656, 1.515, -0.080 keV
  total energy: 9.091 keV
  phi from atoms, universal phi: 0.6436, 0.6096
  universal relative to atoms: -5.3 percent
  matching screening length: 0.1634 angstrom
R = 1.0 a = 0.1427 angstrom
  electrostatic, kinetic, exchange: 2.270, 0.987, -0.064 keV
  total energy: 3.193 keV
  phi from atoms, universal phi: 0.4522, 0.4164
  universal relative to atoms: -7.9 percent
  matching screening length: 0.1614 angstrom
R = 2.0 a = 0.2854 angstrom
  electrostatic, kinetic, exchange: 0.487, 0.428, -0.039 keV
  total energy: 0.876 keV
  phi from atoms, universal phi: 0.2481, 0.2217
  universal relative to atoms: -10.6 percent
  matching screening length: 0.1578 angstrom
\end{verbatim}
